# Concavity of the Hartree-Fock Energy between Integer Electron Numbers

An unrestricted Hartree-Fock calculation on water (cc-pVDZ basis, O–H length 0.96 Å, angle 104.5°) gives one energy for the neutral molecule with 10 electrons and another for the cation with 9. If the highest beta orbital is given half an electron, so that $N=9.5$, the energy lies 0.606 eV above the average of the two. During the filling, the slope of the energy falls from $-8.520$ eV to $-13.414$ eV. Yet the fractionally filled orbital does not interact with itself: with the orbitals held fixed at those of the neutral molecule, its Coulomb term contributes $+0.76046$ hartree to the curvature and its exchange term $-0.76046$ hartree. The bending must come from the change of the orbitals, and its sign can be derived.

## The functional and its frozen-orbital line

We use hartree atomic units, fixed nuclei and a finite basis. Spin-orbitals $\phi_i$ are orthonormal, have pure spin $\sigma_i$, and carry occupations $0\le n_i\le1$ with $\sum_i n_i=N$. At non-integer $N$ the Hartree-Fock energy is defined by inserting these occupations into the usual functional,

$$E=\sum_i n_i h_{ii}+\tfrac12\sum_{ij}n_in_j\,(J_{ij}-K_{ij}), \tag{1}$$

where $h_{ii}$ is the kinetic and nuclear-attraction energy, $J_{ij}=(ii|jj)$ and $K_{ij}=\delta_{\sigma_i\sigma_j}(ij|ji)$. The constant nuclear repulsion is included in all quoted energies but not written.

Let $M$ spin-orbitals be full and one, called $k$, have occupation $f$, so that $N=M+f$. Separate the terms of (1) that contain $n_k=f$. The double sum contains each pair $(k,j)$ with $j\ne k$ twice, which cancels the factor ½:

$$E=E_M[\phi]+f\Big[h_{kk}+\sum_{j\neq k}n_j(J_{kj}-K_{kj})\Big]+\tfrac12f^2(J_{kk}-K_{kk}). \tag{2}$$

Here $E_M[\phi]$ is the energy of the determinant of the $M$ full orbitals. Since $J_{kk}=K_{kk}=(kk|kk)$, the quadratic term vanishes. The bracket is the orbital energy $\varepsilon_k$, the diagonal element of the Fock operator; the contribution of $k$ to its own Fock element cancels in the same way. At $f=1$ equation (2) must give the energy $E_{M+1}[\phi]$ of the determinant with $k$ full, so $\varepsilon_k=E_{M+1}[\phi]-E_M[\phi]$ and

$$E[\phi,f]=E_M[\phi]+f\varepsilon_k[\phi]=(1-f)E_M[\phi]+fE_{M+1}[\phi]. \tag{3}$$

For frozen orbitals the energy is therefore a straight line in $f$, whichever orbitals are chosen. Full exchange is essential. If exchange were multiplied by $a<1$, the last term of (2) would leave a frozen curvature $(1-a)J_{kk}>0$.

## Why one fractional orbital is enough

One could also spread the fraction over several orbitals. To see whether this can lower the energy, move a charge $\delta$ from $q$ to $p$, both fractionally occupied, with the orbitals fixed. The self terms of $p$ and $q$ vanish as before. The one remaining term of second order in $\delta$ comes from the product

$$(n_p+\delta)(n_q-\delta)(J_{pq}-K_{pq}),$$

so that

$$\frac{d^2E}{d\delta^2}=-2\,(J_{pq}-K_{pq}). \tag{4}$$

The difference on the right is a repulsion energy. With $x$ standing for position and spin,

$$J_{pq}-K_{pq}=\frac12\iint\frac{|\phi_p(x)\phi_q(x')-\phi_q(x)\phi_p(x')|^2}{|\mathbf r-\mathbf r'|}\,dx\,dx'\;\ge0, \tag{5}$$

because the square gives two direct terms, each contributing $J_{pq}/2$, and two cross terms, each contributing $-K_{pq}/2$. The energy is thus concave in $\delta$, and its minimum on the allowed segment lies at an end, where $p$ or $q$ has become empty or full. Each such move removes at least one fractional occupation and does not raise the energy. Repeating it leaves at most one. The lowest energy at given $N$, over all orbitals and occupations, is therefore reached by the form in (3).

In water, for the two highest occupied beta orbitals of the neutral molecule, held fixed, $J-K=0.62067$ hartree and the computed transfer curvature is $-1.24134$ hartree, as (4) requires. At $N=9.5$, sharing the missing half electron equally between two beta orbitals raises the relaxed energy by 0.062 hartree. Sharing it equally between the two spins raises it by 0.053 hartree.

## Relaxed orbitals: a minimum of straight lines

Now let the orbitals adjust at each $f$:

$$E(f)=\min_{\phi}\,\big\{(1-f)E_M[\phi]+fE_{M+1}[\phi]\big\}. \tag{6}$$

The minimum exists because the orthonormal orbital sets of a finite basis form a closed and bounded set on which the energy is continuous. Take $f=(1-t)f_1+tf_2$ with $0\le t\le1$, and let $\phi^*$ be a minimizer at $f$. Since (3) is affine in $f$ at fixed $\phi^*$,

$$E(f)=(1-t)E[\phi^*,f_1]+tE[\phi^*,f_2]\ge(1-t)E(f_1)+tE(f_2). \tag{7}$$

The inequality holds because $\phi^*$ is merely a trial set at $f_1$ and $f_2$. This is the definition of concavity. The proof does not require $E(f)$ to be smooth, and it holds whether the numbers of alpha and beta electrons are fixed or also varied, since each choice supplies more straight lines to the same minimum.

The physical content is visible in (6). A mixture of the $M$- and $(M+1)$-electron determinants, each with its own best orbitals, would have the energy of the chord $(1-f)E(0)+fE(1)$. The Hartree-Fock functional gives both determinants the same orbitals. The cost of this compromise is

$$E(f)-\big[(1-f)E(0)+fE(1)\big]=(1-f)\big(E_M[\phi^*]-E(0)\big)+f\big(E_{M+1}[\phi^*]-E(1)\big), \tag{8}$$

and neither bracket on the right can be negative. For $0<f<1$ the cost vanishes if and only if both brackets vanish, that is, if one set of orbitals is optimal for both electron numbers. Then the whole curve is straight.

For water at $f=0.5$, the relaxed energy is $-75.807119$ hartree and $\varepsilon_k=-0.39031$ hartree. By (3) the two determinants built from these orbitals have energies

$$E_9[\phi^*]=-75.807119+0.5(0.39031)=-75.61196,$$
$$E_{10}[\phi^*]=-75.807119-0.5(0.39031)=-76.00227.$$

The separately relaxed energies are $-75.63212$ and $-76.02665$ hartree. The compromise costs the cation 0.0202 and the neutral molecule 0.0244 hartree; half of each adds up to 0.0223 hartree, the 0.606 eV of the opening.

## Slope

Suppose that the minimizing orbitals vary smoothly with $f$. In the total derivative of $E[\phi(f),f]$ the contribution of $d\phi/df$ vanishes, because the energy is stationary against orbital changes. What remains is the explicit derivative of (3):

$$\frac{dE}{df}=\varepsilon_k(f). \tag{9}$$

The slope of a concave function cannot increase, and its mean over the interval is $E(1)-E(0)$. Hence

$$\varepsilon_k(0)\ \ge\ E(1)-E(0)\ \ge\ \varepsilon_k(1). \tag{10}$$

In water the three values are $-8.520$, $-10.736$ and $-13.414$ eV.

## Curvature from orbital relaxation

To find how large the bending is, expand the energy to second order about the minimum at some $f$. Take real orbitals. Stationarity makes the Fock matrix $F$ vanish between orbitals of different occupation. Orbitals of equal occupation may be mixed freely without changing the density matrix, so $F$ can be made diagonal, with elements $\varepsilon_p$.

**The change of the density matrix.** In this orbital basis the density matrix is the diagonal matrix $n$ of occupations. Rotate the orbitals by $e^X$, with $X$ real, antisymmetric and without elements between different spins, and change the occupation of $k$ by $\delta f$. Let $e$ be the matrix whose single nonzero element is $e_{kk}=1$. To second order in $X$ and $\delta f$ together,

$$\Delta=e^X(n+\delta f\,e)e^{-X}-n=\delta f\,e+Y+\tfrac12[X,Y]+\delta f\,[X,e], \tag{11}$$

$$Y=[X,n],\qquad Y_{pq}=X_{pq}(n_q-n_p)\equiv y_{pq}. \tag{12}$$

$Y$ is symmetric, since both factors change sign when $p$ and $q$ are exchanged. The independent variables are the $y_{pq}$ of same-spin pairs with $n_q>n_p$; for equal occupations $y_{pq}=0$.

**The change of the energy.** In terms of the density matrix $D$, (1) reads $E=\mathrm{tr}\,hD+\frac12\mathrm{tr}\,D\,G(D)$, with traces summed over spin and

$$G(D)_{pq}=\sum_{rs}\big[(pq|rs)-\delta_\sigma(pr|qs)\big]D_{rs}. \tag{13}$$

The sum runs over both spins, and $\delta_\sigma$ is 1 if the pairs $pq$ and $rs$ have the same spin and 0 otherwise. Because $\mathrm{tr}\,D\,G(\Delta)=\mathrm{tr}\,\Delta\,G(D)$ and $F=h+G(D)$,

$$\delta E=\mathrm{tr}\,F\Delta+\tfrac12\mathrm{tr}\,\Delta\,G(\Delta). \tag{14}$$

Insert (11) and keep second order. The terms are as follows.

- $\delta f\,\mathrm{tr}\,Fe=\varepsilon_k\,\delta f$.
- $\mathrm{tr}\,FY=0$ and $\mathrm{tr}\,F[X,e]=0$: $F$ is diagonal, while the commutator of any matrix with a diagonal one has zero diagonal.
- $\frac12\delta f^2\,\mathrm{tr}\,e\,G(e)=\frac12\delta f^2[(kk|kk)-(kk|kk)]=0$. This is the frozen linearity again.
- $\frac12\mathrm{tr}\,F[X,Y]=\frac12\mathrm{tr}\,[F,X]Y=\frac12\sum_{pq}(\varepsilon_p-\varepsilon_q)X_{pq}y_{pq}$, by cyclic permutation under the trace. The orders $pq$ and $qp$ contribute equally, so with (12) this is $\sum_{n_q>n_p}\frac{\varepsilon_p-\varepsilon_q}{n_q-n_p}\,y_{pq}^2$.
- The cross terms of $\frac12\mathrm{tr}\,\Delta\,G(\Delta)$ are equal and give $\delta f\,\mathrm{tr}\,Y\,G(e)$. Again both orders of each pair contribute equally, which gives $\delta f\sum_{n_q>n_p}b_{pq}y_{pq}$ with

$$b_{pq}=2\big[(pq|kk)-\delta_\sigma(pk|qk)\big]. \tag{15}$$

- In $\frac12\mathrm{tr}\,Y\,G(Y)$ each of the two pairs occurs in two orders. The four Coulomb integrals are equal; the four exchange integrals are equal two by two.

Collecting the terms quadratic in $y$ as $\frac12y^{T}Ay$ gives

$$\delta E=\varepsilon_k\,\delta f+\delta f\,b^{T}y+\tfrac12\,y^{T}Ay, \tag{16}$$

$$A_{pq,rs}=\frac{2(\varepsilon_p-\varepsilon_q)}{n_q-n_p}\,\delta_{pq,rs}+4(pq|rs)-2\delta_\sigma\big[(pr|qs)+(ps|qr)\big]. \tag{17}$$

**Minimization.** At $\delta f=0$ the energy change is $\frac12y^TAy$, so $A$ is positive definite at a nondegenerate minimum. For given $\delta f$, setting the derivative of (16) with respect to $y$ to zero gives $y=-\delta f\,A^{-1}b$. Substitution yields $-\delta f^2\,b^TA^{-1}b+\frac12\delta f^2\,b^TA^{-1}b$ for the last two terms, hence

$$\delta E=\varepsilon_k\,\delta f-\tfrac12\delta f^2\,b^{T}A^{-1}b,\qquad \frac{d^2E}{df^2}=-\,b^{T}A^{-1}b\le0. \tag{18}$$

The neglected terms are of third order because $y$ is proportional to $\delta f$. Equation (18) needs a stable local minimum that varies smoothly with $f$, whereas (7) needs the global one.

The vector $b$ is the force that the added charge in $k$ exerts on the orbitals. For a pair that contains $k$ itself, say $q=k$, equation (15) gives $2[(pk|kk)-(pk|kk)]=0$. The orbital does not drive its own relaxation. Its charge pushes on the other electrons, and its own shape can then respond to their displacement through the couplings in $A$.

## The computed curve

For water the relaxed solutions give, in hartree:

| $f$ | $E$ | $\varepsilon_k$ | $E''$ | above chord |
|---|---|---|---|---|
| 0.0 | −75.63212 | −0.3131 | −0.135 | 0 |
| 0.2 | −75.69754 | −0.3416 | −0.150 | 0.0135 |
| 0.5 | −75.80712 | −0.3903 | −0.176 | 0.0223 |
| 0.8 | −75.93263 | −0.4482 | −0.211 | 0.0151 |
| 1.0 | −76.02665 | −0.4930 | −0.238 | 0 |

The column $E''$ comes from (18). At $f=0.5$ it gives $-0.17645$ hartree, and finite differences of the energies and of $\varepsilon_k$ give the same value to these digits. The curvature grows in magnitude as the orbital fills. Both the force $b$ and the Hessian $A$ change with $f$, and the table does not separate their contributions to this growth.

The smallest eigenvalue of $A$ found on the curve is 0.167 hartree, so each solution is a stable minimum against real rotations that preserve spin. This does not prove that it is the global minimum. For orbitals taken from every computed $f$, the numerical check also tests that the frozen energy follows the line (3) and that the relaxed energies lie on or below that line, the inequality used in (7).

## The error of the frozen-orbital ionization energy

Integrating (9) by parts, with $\varepsilon_k'=E''$, gives

$$E(1)-E(0)=\int_0^1\varepsilon_k\,df=\varepsilon_k(1)-\int_0^1 f\,E''(f)\,df. \tag{19}$$

For water the integral is $-0.09842$ hartree, and

$$-0.49295+0.09842=-0.39453\ \text{hartree}=-10.736\ \text{eV},$$

which is the difference of the two relaxed energies.

The integral also has a direct meaning. By (3), the cation built from the frozen orbitals of the neutral molecule has energy $E(1)-\varepsilon_k(1)=-76.02665+0.49295=-75.53370$ hartree. Relaxation lowers it to $-75.63212$ hartree, a gain of 0.09842 hartree. The Koopmans estimate $-\varepsilon_k(1)=13.414$ eV therefore exceeds the relaxed Hartree-Fock ionization energy of 10.736 eV by 2.678 eV, the relaxation energy of the cation. Both numbers omit electron correlation and carry the error of the finite basis, so the difference is not an error relative to experiment. The digits quoted in this text belong to cc-pVDZ. In the larger aug-cc-pVTZ basis the three values in (10) become $-8.86$, $-10.98$ and $-13.88$ eV, the relaxation energy 2.91 eV, the height above the chord at $f=0.5$ 0.614 eV, and $J_{kk}$ 0.738 hartree. The shifts reach 0.5 eV but leave the signs and the ordering unchanged.

## Where the curvature vanishes or changes sign

**One electron.** For $M=0$ equation (2) reduces to $E=f\,h_{kk}$. The same orbital minimizes this for every $f>0$, and the curve is straight. Equation (18) agrees: every pair with unequal occupations contains $k$, so $b=0$. For the hydrogen atom in the cc-pVDZ basis the energies at $f=0.5$ and $f=1$ are $-0.249639$ and $-0.499278$ hartree, in the ratio 1:2.

**A fraction shared by two spins.** Suppose that an alpha and a beta spin-orbital with the same spatial part $k$ are each forced to hold $n=(N-8)/2$ electrons. Their self terms vanish, but their mutual repulsion $n^2J_{kk}=\frac14(N-8)^2J_{kk}$ does not. The frozen curvature with respect to $N$ is now

$$\frac{d^2E}{dN^2}=\tfrac12J_{kk}>0, \tag{20}$$

which is 0.380 hartree for water with the orbitals of the neutral molecule. The energy is no longer affine for fixed orbitals, and the proof (7) does not apply. In water, with the alpha and beta orbitals relaxed but kept spatially identical, the energies at $N=9$, 9.5 and 10 give a mean curvature of $+0.218$ hartree, smaller than the frozen value but still positive. This solution is not the lowest one for these occupations at $N=9$: starting from unequal alpha and beta orbitals leads to an energy 0.0024 hartree lower, while the energy at $N=9.5$ stays the same, and the mean curvature is then $+0.208$ hartree. The proof (7) thus guarantees concavity for the solution with a single fractional spin-orbital, which by (4) and (5) is also the lowest one, but not when two occupations change together as they do here.

**Crossing an integer.** The family of lines in (6) ends at $f=1$, because $k$ can hold no more charge. Beyond that point another orbital $l$ is filled, and the slope starts from $\varepsilon_l$. If $\varepsilon_l>\varepsilon_k(1)$, the slope jumps upward at the integer, and the curve is not concave across it. The result holds separately within each interval between neighbouring integers.

## Computed values

```
O-H length 0.96 angstrom, H-O-H angle 104.5 degrees
cc-pVDZ basis functions: 24
f, E/hartree, eps_k/hartree, E''/hartree, E-chord/hartree
0.0  -75.632122  -0.31310  -0.13519  0.000000
0.1  -75.664120  -0.32696  -0.14216  0.007456
0.2  -75.697539  -0.34155  -0.14972  0.013489
0.3  -75.732456  -0.35693  -0.15791  0.018025
0.4  -75.768953  -0.37316  -0.16680  0.020982
0.5  -75.807119  -0.39031  -0.17645  0.022270
0.6  -75.847049  -0.40847  -0.18692  0.021792
0.7  -75.888850  -0.42773  -0.19827  0.019445
0.8  -75.932634  -0.44816  -0.21055  0.015114
0.9  -75.978524  -0.46987  -0.22380  0.008676
1.0  -76.026654  -0.49295  -0.23805  0.000000
largest deviation from frozen lines: 7.0e-10 hartree
frozen Coulomb curvature:  0.76046 hartree
frozen exchange curvature: -0.76046 hartree
self-repulsion J_kk:       0.76046 hartree
f=0.5 slope, finite difference: -0.39031 hartree
f=0.5 curvature from energies:  -0.17645 hartree
f=0.5 curvature from eps_k:     -0.17645 hartree
lowest Hessian eigenvalue, all f: 0.1671 hartree
largest self-drive, all f: 1.0e-16 hartree
integral of E'': -0.17985 hartree
eps_k(1)-eps_k(0): -0.17985 hartree
integral of f E'': -0.09842 hartree
E(10)-E(9): -0.39453 hartree = -10.736 eV
eps_k at f=0: -8.520 eV
eps_k at f=1: -13.414 eV
E above chord at f=0.5: 0.606 eV
cation energy, frozen neutral orbitals: -75.533700 hartree
cation relaxation energy: 0.09842 hartree
transfer curvature, two beta orbitals: -1.24134 hartree
J-K of these two orbitals: 0.62067 hartree
smallest J-K over all beta pairs: 0.21526 hartree
N=9.5, two beta orbitals share: +0.06166 hartree
N=9.5, two spins share:         +0.05309 hartree
spin-shared curvature, frozen:  0.38023 hartree
spin-shared mean curvature 9-10, relaxed: 0.21788 hartree
H atom E at f=0.5: -0.249639 hartree
H atom E at f=1:   -0.499278 hartree
H atom curvature magnitude: 0.0e+00 hartree
```
